Counting Band-Tail States of a Disordered Chain from LDLᵀ Pivots

**Definitions and conventions**

An open chain has n sites, numbered i = 1 to n, with one orbital on each. Its Hamiltonian H is real and symmetric. The diagonal elements are the site energies e_i, and the only other nonzero elements join neighbours:

H_(i,i) = e_i,  H_(i,i+1) = H_(i+1,i) = −t_i,  t_i > 0.

N(E) is the number of eigenvalues of H strictly below the energy E. Spin is not counted. Site energies are drawn independently from a Gaussian of mean zero and standard deviation σ, and the hopping has one value t unless stated otherwise. The algebra is in atomic units; numbers are in eV and angstrom.

Without disorder the band is −2t cos(ka), where a is the site spacing, and its lower edge is −2t. A tail state is a level below this clean edge. Its depth δ is defined by E = −2t − δ.

The setting explained here asks a program for N(E) at a chosen E, in place of a list of eigenvalues. It suits questions such as how many states lie deeper than 0.15 eV in a very long sample.

**Choosing the hopping**

Expanding the clean band at small k gives

−2t cos(ka) = −2t + t a²k² − t a⁴k⁴/12 + …

A band bottom of effective mass m rises as k²/(2m). Equating the quadratic terms gives

t = 1/(2ma²).

For m = 0.3 and a = 3.5 Å this is 0.0381 hartree, or 1.037 eV, so the clean edge lies at −2.0735 eV. As a test, the lowest level of a clean 300-site chain lies 1.12935×10⁻⁴ eV above the edge. A particle of this mass in a box of length 301a has 1.12936×10⁻⁴ eV.

**From elimination to pivots**

Write H − E = L D Lᵀ. Here D is diagonal with entries d_i, called pivots, and L has ones on its diagonal and numbers l_i just below it, at position (i+1,i). Multiplying out gives

(i+1,i) element: l_i d_i = −t_i,
(i,i) element: d_i + l_(i−1)² d_(i−1) = e_i − E.

The first line gives l_i = −t_i/d_i. Inserting it in the second gives the recursion

d_1 = e_1 − E,
d_i = e_i − E − t_(i−1)²/d_(i−1).

Each site needs a fixed number of operations, so the cost grows linearly with n, and only the previous pivot need be kept.

A 12-site example at E = 0.3 eV shows the arithmetic. The first four site energies are 0.0002, 0.0597, −0.0548 and −0.1781 eV. The first pivot is 0.0002 − 0.3 = −0.2998 eV. The second is 0.0597 − 0.3 + t²/0.2998 = 3.345 eV, up to rounding of the quoted inputs. The next two are −0.676 and 1.112 eV. Seven of the twelve pivots are negative, so seven levels lie below 0.3 eV, by the following argument.

**Why the signs count levels**

Suppose that no pivot is zero and that p of them are negative. For any vector x let y = Lᵀx. Then

xᵀ(H − E)x = Σ_i d_i y_i².

L has unit diagonal and is therefore invertible, so x and y determine each other. Take all x for which y_i vanishes wherever d_i is positive. They form a space of dimension p, on which the quadratic form is negative for every x ≠ 0.

If H − E had fewer than p negative eigenvalues, the eigenvectors with nonnegative eigenvalues would span a space of dimension greater than n − p. Two subspaces whose dimensions add to more than n share a nonzero vector. On that vector the form would be both negative and nonnegative, which is impossible. Hence H − E has at least p negative eigenvalues. The same argument with signs reversed gives at least n − p positive ones. Together these make n, so both numbers are exact:

N(E) = number of negative pivots.

The pivots also have a wave-function meaning. Start from ψ_0 = 0 and solve the Schrödinger equation outwards:

t_i ψ_(i+1) = (e_i − E)ψ_i − t_(i−1)ψ_(i−1).

Dividing by ψ_i shows that t_i ψ_(i+1)/ψ_i obeys the pivot recursion, so it equals d_i. (For i = n, use any positive t_n to define a fictitious next site.) A negative pivot is a sign change of ψ between neighbouring sites.

Two clean cases make this concrete. Inside the band put E = −2t cos θ, with 0 < θ < π. The outward solution is ψ_i = sin(iθ), which changes sign about nθ/π times. The count per site therefore tends to θ/π in a long chain.

Below the band, at depth δ, the first pivot is 2t + δ, which exceeds t. If one pivot exceeds t, the next exceeds 2t + δ − t = t + δ. All pivots are positive, and the clean chain has no tail. The argument survives disorder as long as every e_i ≥ −δ, since then e_i − E ≥ 2t. A level deeper than δ thus requires at least one site energy below −δ.

**When a pivot vanishes**

A zero pivot d_k stops the recursion. Replace it by a small η > 0, which amounts to raising e_k by η. Adding a positive term to H cannot lower any eigenvalue. For small enough η, levels below E stay below, while levels at E stay or rise. The strict count is unchanged. If another zero appears later, the rule is applied again.

A five-site chain with e_i = 0 and t = 1 has levels −√3, −1, 0, 1 and √3. At E = 1 the pivots are

−1,  η,  −(1 + η)/η,  −1/(1 + η),  η.

Three are negative, in agreement with the three levels strictly below 1. The one at 1 is excluded. In tests on clean chains of 5, 6 and 8 sites with t = 1, at E = −1, 0 and 1, the rule matched exact counts of polynomial roots in all nine cases.

**What rounding can do**

Pivots may become very large or very small, so the trustworthiness of their signs needs an argument. Let u = 2⁻⁵³ be the unit roundoff of double precision. Each operation multiplies its result by one plus an error of size at most u, provided nothing overflows or underflows. The computed pivot is then

d_i = [(e_i − E)(1 + α_i) − t_(i−1)²(1 + β_i)(1 + γ_i)/d_(i−1)](1 + ζ_i),

with errors from the first subtraction, the squaring, the division and the last subtraction. Define a rescaled pivot of the same sign,

q_i = d_i/[(1 + α_i)(1 + ζ_i)].

Dividing the previous line by the two factors, and expressing d_(i−1) through q_(i−1), gives

q_i = e_i − E − T_(i−1)²/q_(i−1),

T_(i−1)² = t_(i−1)² (1 + β_i)(1 + γ_i)/[(1 + α_i)(1 + α_(i−1))(1 + ζ_(i−1))].

This is an exact recursion for a chain with slightly different hoppings. Five factors appear, so t² changes by at most 5u relative to itself, to first order in u, and t by at most 5u/2. Let P be the resulting change of H, with off-diagonal elements p_i. Since 2|x_i x_(i+1)| ≤ x_i² + x_(i+1)²,

|xᵀPx| ≤ Σ_i |p_i|(x_i² + x_(i+1)²) ≤ 2 max|p_i| Σ_i x_i².

By the min-max principle no eigenvalue moves by more than 2 max|p_i|, which is at most 5ut = 5.8×10⁻¹⁶ eV here. Only a level this close to E can be miscounted. Rational arithmetic on a 2000-site disordered chain, at E = −2.2235 and 0.1 eV, found a largest relative change of t² of 3.3u, inside the bound.

A practical certificate follows. Count at E − η and E + η, with η far above the rounding bound. The true N(E) lies between the two computed counts, so if they agree it is known.

**Checks against diagonalization**

A disordered chain of 2000 sites, with the parameters of the example below, was diagonalized as a dense matrix. At 41 energies, from 0.3 eV below the clean band to 0.3 eV above it, the pivot count equalled the number of computed eigenvalues below E. The closest eigenvalue to any of these energies was 2.3×10⁻⁵ eV away, so the comparison was unambiguous.

The tail was tested on 10,000 sites with a tridiagonal solver of QR type. A bisection solver would have been a poor judge, because it relies on the same sign count. For depths beyond 0.05, 0.10, 0.15 and 0.20 eV both methods gave 289, 101, 24 and 3 levels.

**Worked example: one million sites**

The parameters are rough values in the regime of amorphous SnO₂: m = 0.3, a = 3.5 Å, and a chosen disorder σ = 0.20 eV. The energy is set 0.15 eV below the clean edge:

E = −2.0735 − 0.15 = −2.2235 eV.

The count is 2143 states. Counts at E ± 10⁻¹² eV are the same, which certifies the number for this realization. It corresponds to 2143/10⁶ = 2.1×10⁻³ states per site. Dividing by 0.35 nm per site gives 6.1×10⁻³ states per nm of chain.

The count for one realization is sharp, but another realization gives another count. To estimate this scatter, cut the chain into B = 100 blocks and count each separately. If s is the standard deviation of the block counts, the standard error of their sum is s√B, because variances of independent blocks add. The result is 44 states, or 2% of the count. A second disorder sample gave 2186; the difference of 43 is below the expected 44√2 ≈ 62.

Cutting has a bounded effect. Removing a bond adds t(|k⟩⟨k+1| + |k+1⟩⟨k|) to H. This is one positive and one negative term of rank one, with eigenvalues ±t. A positive rank-one term v vᵀ leaves the form unchanged on vectors orthogonal to v. That condition removes at most one dimension from a space on which the form is negative, so N falls by at most one. The negative term likewise raises N by at most one. A cut therefore changes N by −1, 0 or +1, and 99 cuts by at most 99. Here the block counts also add to 2143, with no net change.

**Reading the tail: is there one Urbach energy?**

An exponential tail has N proportional to exp(−δ/E_U), where E_U is the Urbach energy. From counts N_1 and N_2 at depths δ_1 < δ_2,

E_U = (δ_2 − δ_1)/ln(N_1/N_2).

The long chain has 27,659, 9680, 2143 and 303 states deeper than 0.05, 0.10, 0.15 and 0.20 eV. The middle interval gives 0.05/ln(9680/2143) = 0.033 eV. The shallower one gives 0.048 eV and the deeper one 0.026 eV. The tail steepens with depth, so one Urbach energy does not describe it. A value fitted to this model must be quoted with its depth interval. It must also say which quantity was fitted. For a tail that is not exponential, the cumulative count and the density of states −dN/dδ have different slopes; the density of states of this model gives about 0.082, 0.042 and 0.029 eV in the same three intervals.

An estimate of the most probable wells shows why. Let w adjacent sites have energy −V. Their Gaussian weight is exp(−wV²/(2σ²)). Confining a state to w sites costs a kinetic energy of about ct/w², with c a number of order one to ten, so a level at depth δ needs V = δ + ct/w². The most probable well minimizes wV², or equivalently

√w V = δ w^(1/2) + ct w^(−3/2).

Treating c as constant and setting the derivative with respect to w to zero gives w² = 3ct/δ, hence V = 4δ/3. In a well of finite depth the state leaks out, which changes these numerical factors but not the scaling found below. The exponent becomes

wV²/(2σ²) = (8/9)√(3c) t^(1/2) δ^(3/2)/σ².

Its inverse slope, a local Urbach energy, is proportional to σ²/√(tδ) and falls with depth. This holds for wells several sites wide, so for δ well below t. The estimate omits the prefactor of the exponential, and the measured fall is somewhat faster than 1/√δ. In the opposite limit, δ far above t, one site suffices and V ≈ δ. The exponent is then δ²/(2σ²), and the inverse slope σ²/δ falls faster still.

**What the chain leaves out**

Dimension matters strongly. In three dimensions a well of width w needs w³ low sites, and the quantity to minimize is w³V². For wells many sites wide the same steps give w² = ct/(3δ), V = 4δ and an exponent proportional to t^(3/2)δ^(1/2)/σ². This scaling does not apply at δ = 0.15 eV. With c = 3π², the value for a cube with hard walls, w³V² would be about 200 eV², but hard walls overstate the cost. For the best smooth well of the continuum the sum of squared site energies is about 76 t^(3/2)δ^(1/2), or 31 eV². A single low site is cheaper still. An energy of −(6t + δ), costing 41 eV², certainly holds a level δ deep, because a state placed on that site alone already has this energy. Since the state spreads onto its neighbours, less is enough: the exact condition is V = 1/|G_00(E)|, with G_00 the on-site Green function of the clean lattice, which gives V = 4.7 eV and a cost of 22 eV². The narrow, very deep well is therefore cheaper than the wide one at this depth, and the wide-well formula cannot be used to size the tail; it takes over only for depths of about 0.05 eV or less. Cheaper does not mean common: at σ = 0.20 eV a site energy of −4.7 eV has a Gaussian weight of only about exp(−270). Six periodic cubes of 10³ sites, with the same t and σ, had no level deeper than 0.15 eV below their own clean edge, −6t. The chain's fraction would have given 13. The deepest cube level lay 0.013 eV below the edge. Such small cubes miss rare large fluctuations, so zero here is no proof of an empty tail.

Other effects were sized by recounting the chain with t fixed on average and E unchanged:

- A static spacing spread of 0.10 Å, with hopping proportional to the inverse square of the spacing, multiplies the count by 2.5.
- Thermal displacements at 300 K, acting through the hopping alone, multiply it by 1.09. They were modelled as frozen, independent oscillators of tin's mass and a 0.020 eV quantum, with 0.049 Å rms displacement. Moving an atom lengthens one bond and shortens the next, so to first order the two hopping changes cancel for a slowly varying state. Moving ions also shift the site energies, especially in a polar oxide. That effect is left out here and may be the larger one, so 1.09 does not measure the full influence of temperature.
- Correlating neighbouring site energies at fixed σ multiplies it by 4.6. Each new energy is the sum of two adjacent independent ones divided by √2. Over a well several sites wide each random number then enters twice, except at the two ends. The variance of the summed potential rises, approaching twice its former value for very wide wells, and deep wells become more likely.

These factors belong to the chain at this depth, and should not be multiplied together or carried over to three dimensions. The first two also depend on holding the mean hopping fixed. Without that rescaling, the inverse-square law raises the mean hopping and the factors become about 2.8 and 1.18.

Turning levels into charge needs more care. If the chain outside its well were clean, a state would decay there over 1/√(2mδ) = 9.2 Å. Two electrons at that distance, with a rough dielectric constant of 10, repel by about 0.16 eV. This is comparable with the depth itself, so doubling the count for spin can overstate the charge that the tail holds.

Temperature decides which depths matter. With the Fermi level far below the tail, occupation grows with depth as exp(δ/k_BT), while the density of states falls locally as exp(−δ/E_U), with E_U now taken from the density of states and not from the cumulative count. Their product grows with depth while this E_U exceeds k_BT. At 300 K, k_BT is 0.026 eV. The density of states has E_U of about 0.029 eV between 0.15 and 0.20 eV and 0.024 eV between 0.20 and 0.25 eV, so the density of occupied states peaks at a depth of roughly 0.2 eV. Since E_U changes slowly with depth there, the peak is broad, and the few states deeper than 0.2 eV hold about half of the tail electrons. This requires a Fermi level at least about 0.3 eV below the edge. In doped or gated oxide films it often lies inside or above the tail. The deep states are then full and the peak moves to smaller depth, for instance to 0.10 eV when the Fermi level is 0.1 eV below the edge.

**Beside a real oxide film**

The mass and spacing are rough values for tin dioxide, while σ was chosen and not derived from a structure. The chain's Urbach energies, 26 to 48 meV from cumulative counts, depend strongly on that choice, so agreement with a measured value would be no evidence for the model. Real films are not one-dimensional, and the cubes indicate that this can strongly thin the tail at 0.15 eV. Within this kind of model and at the same hopping, a film with as many states per site at that depth as the chain would need stronger or more correlated disorder than the cubes contain. The count per nm of chain should not be converted into a density per volume.

**Guidance for using the setting**

Fix E relative to a stated band edge, and keep that edge fixed when comparing disorder models. For the number of levels in a window, subtract two counts. For one particular level, bisect on N(E); each count halves the interval.

Choose the length from the sampling error. At fixed E the relative error falls as 1/√n, so improving 2% to 1% needs about four times as many sites. Deep in the tail the number of states found, and not rounding, limits the precision.

For a nonorthogonal basis with positive definite overlap S, factorize H − ES. Writing S = CCᵀ gives H − ES = C(C⁻¹HC⁻ᵀ − E)Cᵀ. An invertible change of variables preserves the number of negative directions, so the signs still count levels below E.

For films and solids H is no longer tridiagonal. The sign law holds, but the rounding argument above does not carry over, and elimination fills in zero elements, which raises the cost. Use a factorization with symmetric row and column exchanges. If it produces 2×2 blocks in D, count the negative eigenvalues of each block.

The numerical output follows.

Values computed for the example and the checks

```
effective mass: 0.3 electron masses
site spacing: 3.5 angstrom
hopping t: 0.03810 hartree = 1.0367 eV
site-energy spread: 0.20 eV
clean band edge -2t: -2.0735 eV
chosen energy: -2.2235 eV, depth 0.15 eV
clean box, 300 sites, lowest level above edge:
  chain 1.129350e-04 eV, formula 1.129360e-04 eV
LDL^T rebuild error, 12 sites: 4.4e-16 eV
first 4 pivots of that chain at E = 0.3 eV (eV):
  -0.2998, 3.3454, -0.6761, 1.1116
its first 4 site energies (eV):
  0.0002, 0.0597, -0.0548, -0.1781
negative pivots there: 7 of 12
zero-pivot cases matched exactly: 9
dense check: 2000 sites, 41 energies, all equal
  nearest level to a scan energy: 2.3e-05 eV
largest change of t^2 from rounding: 3.30 u
level shift bound 5 u t: 5.8e-16 eV
count change on cutting a bond: -1 to 1 (144 trials)
long chain: 1000000 sites
  states deeper than 0.05 eV: 27659
  states deeper than 0.10 eV: 9680
  states deeper than 0.15 eV: 2143
  states deeper than 0.20 eV: 303
count at chosen energy: 2143
  same count at E +- 1e-12 eV
  sampling error from 100 blocks: 44
  sum of separate block counts: 2143
  second disorder sample: 2186
  states per site: 2.143e-03
  states per nm: 6.123e-03
first block, 10000 sites, same four depths:
  pivots [289, 101, 24, 3], direct [289, 101, 24, 3]
local Urbach energy 0.05-0.10 eV: 0.0476 eV
local Urbach energy 0.10-0.15 eV: 0.0332 eV
local Urbach energy 0.15-0.20 eV: 0.0256 eV
thermal energy at 300 K: 0.0259 eV
static spacing spread 0.10 angstrom: count 5305, ratio 2.48
oscillator: quantum 0.020 eV, mass 118.7 u
  rms displacement: 0.0489 angstrom
  count with thermal displacements: 2339, ratio 1.09
neighbour-correlated site energies: count 9864, ratio 4.60
6 cubes of 10^3 sites: 0 states below depth
  chain fraction would give: 12.9
  deepest cube level below its edge: 0.0134 eV
decay length at chosen depth: 9.20 angstrom
pair repulsion, dielectric constant 10: 0.156 eV
```
